# Why the best bulk conductor may not make the best narrow wire: test program

```python
"""Narrow-wire resistivity: rho = K / ell, with K = rho0 * lam.

rho0: bulk resistivity (micro-ohm cm); lam: bulk mean free path (nm).
ell: effective path (nm) in a round wire of diameter d (nm) with diffuse walls.
Grain planes normal to the axis have mean spacing D (nm), are met independently
at random, and reflect an electron with probability R.
Result under test: a metal A with the lower rho0 loses to B in some narrow
wire if and only if K_A > K_B (same R, same D/d). A long lam alone is not enough.
"""
import numpy as np
from scipy.constants import e, hbar, k as k_boltz, m_e
from scipy.optimize import brentq

nodes, weights = np.polynomial.legendre.leggauss(200)
y = (nodes + 1) / 2
x = y**3                                  # clusters points near the start
wx = weights / 2 * 3 * y**2
survive = 2 / np.pi * (np.arccos(x) - x * np.sqrt(1 - x**2))
tn, tw = np.polynomial.legendre.leggauss(120)
theta = (tn + 1) * np.pi / 4
wt = tw * np.pi / 4


def ell(lam, d, D, R):
    """Effective path from the double integral over angle and distance."""
    kappa = 1 / lam + 2 * R * np.cos(theta) / D
    decay = np.exp(-np.outer(kappa * d / np.sin(theta), x))
    return 3 * d * np.sum(wt * np.cos(theta)**2 * (decay @ (wx * survive)))


def ell_grain(lam, D, R):
    """Grain boundaries only, closed form."""
    b = 2 * R * lam / D
    return 3 * lam * (1 / (2 * b) - 1 / b**2 + np.log1p(b) / b**3)


def rho(metal, d, R, ratio=1.0):
    """Wire resistivity; ratio is D/d."""
    rho0, lam = metal
    return rho0 * lam / ell(lam, d, ratio * d, R)


def simulated_ell(lam, d, D, R, rng, walkers=30000, length=2000.0):
    """Long-time diffusion along the wire: <z^2> = 2 * ell * length / 3."""
    a = d / 2
    radius = a * np.sqrt(rng.random(walkers))
    angle = 2 * np.pi * rng.random(walkers)
    px, py = radius * np.cos(angle), radius * np.sin(angle)
    z = np.zeros(walkers)
    left = np.full(walkers, length)

    def isotropic(n):
        u = 2 * rng.random(n) - 1
        phi = 2 * np.pi * rng.random(n)
        s = np.sqrt(1 - u**2)
        return s * np.cos(phi), s * np.sin(phi), u

    ux, uy, uz = isotropic(walkers)
    while np.any(left > 0):
        q = np.maximum(ux**2 + uy**2, 1e-30)
        b = px * ux + py * uy
        gap = np.maximum(a**2 - px**2 - py**2, 0)
        wall = (-b + np.sqrt(b**2 + q * gap)) / q
        bulk = rng.exponential(lam, walkers)
        grain = rng.exponential(1, walkers) * D / np.maximum(abs(uz), 1e-30)
        choices = np.array([wall, bulk, grain, left])
        event = np.argmin(choices, axis=0)
        step = np.min(choices, axis=0)
        px += ux * step
        py += uy * step
        z += uz * step
        left = np.where(event == 3, 0.0, left - step)
        i = np.flatnonzero(event == 1)
        ux[i], uy[i], uz[i] = isotropic(i.size)
        i = np.flatnonzero(event == 2)
        i = i[rng.random(i.size) < R]
        uz[i] *= -1
        i = np.flatnonzero(event == 0)     # cosine-law emission from the wall
        r = np.hypot(px[i], py[i])
        nx, ny = -px[i] / r, -py[i] / r
        c2 = rng.random(i.size)
        c, s = np.sqrt(c2), np.sqrt(1 - c2)
        phi = 2 * np.pi * rng.random(i.size)
        ux[i] = c * nx - s * np.cos(phi) * ny
        uy[i] = c * ny + s * np.cos(phi) * nx
        uz[i] = s * np.sin(phi)
    return 3 * np.mean(z**2) / (2 * length)


metals = {"A": (2.0, 40.0), "B": (5.0, 10.0), "C": (4.0, 20.0)}
R = 0.2
rng = np.random.default_rng(7)
print(f"Grain reflection probability R = {R:.2f}; spacing D = d")

# Fermi-surface constant against a thermal integral for the bulk conductivity
for name, (rho0, lam) in metals.items():
    K = rho0 * lam
    K_si = K * 1e-17
    kf = np.sqrt(3 * np.pi**2 * hbar / (e**2 * K_si))
    density = kf**3 / (3 * np.pi**2)
    tau = lam * 1e-9 * m_e / (hbar * kf)
    mu, kt = (hbar * kf)**2 / (2 * m_e), k_boltz * 300
    energy = mu + 30 * kt * nodes
    kk = np.sqrt(2 * m_e * energy) / hbar
    minus_df = 1 / (4 * kt * np.cosh((energy - mu) / (2 * kt))**2)
    dk_de = m_e / (hbar**2 * kk)
    integrand = kk**2 / np.pi**2 * (hbar * kk / m_e)**2 / 3 * minus_df * dk_de
    sigma = e**2 * tau * np.sum(weights * 30 * kt * integrand)
    assert abs(1e8 / sigma / rho0 - 1) < 1e-3
    print(f"{name}: rho0 = {rho0:.1f} uOhm cm, lam = {lam:.0f} nm, "
          f"K = {K:.0f} uOhm cm nm")
    print(f"   k_F = {kf*1e-9:.2f} 1/nm, electron density = {density*1e-27:.1f} 1/nm^3")

# Path integral against random flights with repeated collisions.
# The 4 percent tolerance covers sampling noise and the finite flight length.
for name in "AB":
    lam = metals[name][1]
    formula = ell(lam, 10, 10, R)
    flight = simulated_ell(lam, 10, 10, R, rng)
    assert abs(flight / formula - 1) < 0.04
    print(f"{name}, d = 10 nm: ell = {formula:.2f} nm, "
          f"random flights {flight:.2f} nm")

# Wide and narrow limits, and grain boundaries alone
for refl in (0.0, R):
    slope = (40 / ell(40, 8000, 8000, refl) - 1) * 8000 / 40
    assert abs(slope / (0.75 + 1.5 * refl) - 1) < 0.02
    print(f"Wide-wire slope, R = {refl:.1f}: {slope:.3f} "
          f"(limit {0.75 + 1.5*refl:.3f})")
c_wall = ell(1e9, 1, 1, 0)
c_both = ell(1e9, 1, 1, R)
assert abs(c_wall - 1) < 1e-4
print(f"Narrow limit ell/d: R = 0: {c_wall:.4f}; R = {R:.1f}: {c_both:.4f}")
for lam in (10, 40):
    assert abs(ell(lam, 1e6, 10, R) / ell_grain(lam, 10, R) - 1) < 1e-3

# At fixed geometry ell rises with lam while ell/lam falls
lams = np.geomspace(1, 500, 40)
paths = np.array([ell(v, 10, 10, R) for v in lams])
assert np.all(np.diff(paths) > 0) and np.all(np.diff(paths / lams) < 0)

# Crossing rule on random pairs; near-equal K is skipped because its
# crossing can lie below the smallest diameter scanned
scan = np.geomspace(1e-4, 1e3, 25)
crossed = kept = long_but_safe = 0
for _ in range(60):
    r1, r2 = np.sort(rng.uniform(1, 10, 2))
    l1, l2 = rng.uniform(5, 60, 2)
    if abs(np.log(r1 * l1 / (r2 * l2))) < 0.1 or r2 / r1 < 1.05:
        continue
    loses = any(rho((r1, l1), d, R) > rho((r2, l2), d, R) for d in scan)
    assert loses == (r1 * l1 > r2 * l2)
    crossed += loses
    kept += not loses
    long_but_safe += (not loses) and l1 > l2
assert crossed > 0 and kept > 0 and long_but_safe > 0
print(f"Random pairs: {crossed} cross, {kept} never cross")
print(f"Never cross although the better bulk metal has longer lam: {long_but_safe}")

# Worked example
A, B, C = (metals[n] for n in "ABC")
print("Wire resistivity in uOhm cm:")
for d in (100, 40, 20, 10, 6):
    print(f"d = {d:3d} nm: A {rho(A,d,R):.2f}, B {rho(B,d,R):.2f}, "
          f"C {rho(C,d,R):.2f}")
grid = np.geomspace(1, 1000, 100)
difference = np.array([rho(A, d, R) - rho(B, d, R) for d in grid])
assert np.count_nonzero(np.diff(np.sign(difference))) == 1
assert all(rho(A, d, R) < rho(C, d, R) for d in grid)
cross = brentq(lambda d: rho(A, d, R) - rho(B, d, R), 1, 200)
cross_wall = brentq(lambda d: rho(A, d, 0) - rho(B, d, 0), 1, 200)
cross_grain = brentq(lambda D: A[0] * A[1] / ell_grain(A[1], D, R)
                     - B[0] * B[1] / ell_grain(B[1], D, R), 0.3, 50)
linear = (0.75 + 1.5 * R) * (A[0]*A[1] - B[0]*B[1]) / (B[0] - A[0])
print(f"A-B crossover diameter, walls and grains: {cross:.2f} nm")
print(f"Resistivity at that crossover: {rho(A,cross,R):.2f} uOhm cm")
print(f"Wide-wire estimate of crossover: {linear:.2f} nm")
print(f"Crossover diameter, walls only: {cross_wall:.2f} nm")
print(f"Crossover grain spacing, grains only: {cross_grain:.2f} nm")
print("At d = 10 nm, rho/rho0 for walls only, grains only, both:")
for name, metal in metals.items():
    lam = metal[1]
    print(f"{name}: {lam/ell(lam,10,10,0):.3f}, "
          f"{lam/ell_grain(lam,10,R):.3f}, {lam/ell(lam,10,10,R):.3f}")
area = np.pi * 10**2 / 4
print(f"Cross-section at d = 10 nm: {area:.2f} nm^2")
for name, metal in metals.items():
    print(f"{name}: resistance per length at d = 10 nm: "
          f"{rho(metal,10,R)*1e4/area:.0f} Ohm/um")
print(f"Narrow-limit resistivity ratio A/B: {rho(A,1e-4,R)/rho(B,1e-4,R):.3f}; "
      f"K_A/K_B = {A[0]*A[1]/(B[0]*B[1]):.3f}")
assert abs(rho(A, 1e-4, R) / rho(B, 1e-4, R) / (A[0]*A[1]/(B[0]*B[1])) - 1) < 1e-3
print("all good")
```

Running it gives:

```
Grain reflection probability R = 0.20; spacing D = d
A: rho0 = 2.0 uOhm cm, lam = 40 nm, K = 80 uOhm cm nm
   k_F = 12.33 1/nm, electron density = 63.3 1/nm^3
B: rho0 = 5.0 uOhm cm, lam = 10 nm, K = 50 uOhm cm nm
   k_F = 15.60 1/nm, electron density = 128.2 1/nm^3
C: rho0 = 4.0 uOhm cm, lam = 20 nm, K = 80 uOhm cm nm
   k_F = 12.33 1/nm, electron density = 63.3 1/nm^3
A, d = 10 nm: ell = 6.06 nm, random flights 6.09 nm
B, d = 10 nm: ell = 4.28 nm, random flights 4.30 nm
Wide-wire slope, R = 0.0: 0.753 (limit 0.750)
Wide-wire slope, R = 0.2: 1.053 (limit 1.050)
Narrow limit ell/d: R = 0: 1.0000; R = 0.2: 0.7058
Random pairs: 8 cross, 45 never cross
Never cross although the better bulk metal has longer lam: 15
Wire resistivity in uOhm cm:
d = 100 nm: A 2.99, B 5.55, C 4.93
d =  40 nm: A 4.68, B 6.48, C 6.54
d =  20 nm: A 7.52, B 8.17, C 9.35
d =  10 nm: A 13.21, B 11.69, C 15.04
d =   6 nm: A 20.77, B 16.43, C 22.62
A-B crossover diameter, walls and grains: 15.44 nm
Resistivity at that crossover: 9.20 uOhm cm
Wide-wire estimate of crossover: 10.50 nm
Crossover diameter, walls only: 11.31 nm
Crossover grain spacing, grains only: 2.61 nm
At d = 10 nm, rho/rho0 for walls only, grains only, both:
A: 5.243, 2.148, 6.603
B: 2.029, 1.295, 2.338
C: 3.117, 1.583, 3.760
Cross-section at d = 10 nm: 78.54 nm^2
A: resistance per length at d = 10 nm: 1681 Ohm/um
B: resistance per length at d = 10 nm: 1488 Ohm/um
C: resistance per length at d = 10 nm: 1915 Ohm/um
Narrow-limit resistivity ratio A/B: 1.600; K_A/K_B = 1.600
all good
```
